# PAW exact exchange for helium with a single exponential orbital: a numerical check

```python
"""PAW split of the exchange energy of He with a doubly occupied 1s orbital.
Tests E_x = -(A|A) - [(n1|n1) - (A1|A1)] = -5 zeta/8, A = pseudo + compensation.
Closed forms are compared with symbolic algebra, nested radial quadrature of
the defining double integrals, reciprocal-space and radial-angular quadrature."""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc
from scipy.integrate import quad

EV = pc["Hartree energy in eV"][0]
ANG = pc["Bohr radius"][0] * 1e10

# ---- symbolic checks ----
x, s = sp.symbols("x s", positive=True)
c = sp.symbols("c0:3")
poly = c[0] + c[1]*s**2 + c[2]*s**4
target = sp.exp(x*(1 - s))
sol = sp.solve([(sp.diff(poly, s, m) - sp.diff(target, s, m)).subs(s, 1)
                for m in range(3)], c)
claim = [1 + (5*x + x**2)/8, -(3*x + x**2)/4, (x + x**2)/8]
assert all(sp.expand(sol[c[i]] - claim[i]) == 0 for i in range(3))
assert sp.integrate(sp.expand(s**2*(1 - s**2)**3), (s, 0, 1)) == sp.Rational(16, 315)
qs = 1 - sp.exp(-2*x)*(1 + 2*x + 2*x**2)
assert sp.simplify(sp.diff(qs, x) - 4*x**2*sp.exp(-2*x)) == 0 and qs.subs(x, 0) == 0
Ts = (2 + 4*x)*sp.exp(-2*x) - (sp.Rational(11, 8) + 11*x/2 + 7*x**2 + 4*x**3)*sp.exp(-4*x)
assert sp.simplify(sp.expand(sp.diff(Ts, x) + 8*x*sp.exp(-2*x)*qs)) == 0
assert sp.limit(Ts, x, sp.oo) == 0 and Ts.subs(x, 0) == sp.Rational(5, 8)


def closed(z, rc):
    """Derived closed forms."""
    X = z*rc
    a = np.array([1 + (5*X + X*X)/8, -(3*X + X*X)/4, (X + X*X)/8])
    b = np.convolve(a, a)
    j = np.arange(5)
    qc = 1 - np.exp(-2*X)*(1 + 2*X + 2*X*X)
    ps = 4*X**3*np.exp(-2*X)*b/(2*j + 3)
    Q = qc - ps.sum()
    al = ps + Q*np.array([105, -189, 135, -35, 0])/16
    I = (np.outer(al, al)/(2*j[:, None] + 2*j[None, :] + 5)).sum()
    T = (2 + 4*X)*np.exp(-2*X) - (11/8 + 5.5*X + 7*X*X + 4*X**3)*np.exp(-4*X)
    return dict(x=X, a=a, b=b, qc=qc, qps=ps.sum(), Q=Q, al=al, I=I, T=T,
                S=(I + qc*qc)/rc + z*T, AE=z*(5/8 - T), PS=(I + qc*qc)/rc,
                err=2*Q*z*(1 + 2*X)*np.exp(-2*X))


def panels(edges, n):
    """Composite Gauss-Legendre nodes and weights."""
    t, w = np.polynomial.legendre.leggauss(n)
    lo, h = edges[:-1, None], np.diff(edges)[:, None]/2
    return (lo + h*(t + 1)).ravel(), (h*w).ravel()


def enclosed(f, r, rc):
    """Charge of f inside each radius r, by quadrature split at rc."""
    t, w = np.polynomial.legendre.leggauss(96)
    tot = np.zeros_like(r)
    for lo, hi in ((0*r, np.minimum(r, rc)), (0*r + rc, np.maximum(r, rc))):
        h = (hi - lo)[:, None]/2
        u = lo[:, None] + h*(t + 1)
        tot += (4*np.pi*u*u*f(u)*h*w).sum(1)
    return tot


def coulomb(f, g, rc, rmax):
    """(f|g) as a double radial integral with kernel 1/max(r,r')."""
    r, w = panels(np.r_[np.linspace(0, rc, 5), np.linspace(rc, rmax, 16)[1:]], 20)
    return (w*4*np.pi*r*(f(r)*enclosed(g, r, rc) + g(r)*enclosed(f, r, rc))).sum()


def numeric(z, rc):
    """Build densities from definitions, test all closed forms, return them."""
    d = closed(z, rc)
    a, rmax = d["a"], rc + 22/z
    n = lambda r: z**3/np.pi*np.exp(-2*z*r)
    inner = lambda r: z**3/np.pi*np.exp(-2*z*rc)*(a[0] + a[1]*(r/rc)**2 + a[2]*(r/rc)**4)**2
    nt = lambda r: np.where(r < rc, inner(r), n(r))
    g = lambda r: np.where(r < rc, 315/(64*np.pi*rc**3)*(1 - (r/rc)**2)**3, 0.0)
    Q = quad(lambda r: 4*np.pi*r*r*(n(r) - inner(r)), 0, rc, epsabs=1e-13)[0]
    assert abs(Q - d["Q"]) < 1e-11
    A = lambda r: nt(r) + Q*g(r)
    cut = lambda f: (lambda r: np.where(r < rc, f(r), 0.0))
    D = cut(lambda r: n(r) - A(r))
    C = lambda f, h: coulomb(f, h, rc, rmax)
    J, S, AE, PS = C(n, n), C(A, A), C(cut(n), cut(n)), C(cut(A), cut(A))
    for num, form in ((J, 5*z/8), (S, d["S"]), (AE, d["AE"]), (PS, d["PS"]),
                      (S + AE - PS, 5*z/8)):
        assert abs(num - form) < 1e-10
    assert abs(C(A, D) - C(cut(A), D)) < 1e-11
    no_comp = C(nt, nt) + AE - C(cut(nt), cut(nt))
    assert abs((5*z/8 - no_comp) - d["err"]) < 1e-10
    # potential outside the sphere with the full kernel 1/|r-R|
    r, w = panels(np.linspace(0, rc, 4), 24)
    mu, wm = np.polynomial.legendre.leggauss(60)
    R = 1.5*rc
    ker = (wm/np.sqrt(R*R + r[:, None]**2 - 2*R*r[:, None]*mu)).sum(1)
    assert abs((2*np.pi*w*r*r*D(r)*ker).sum()) < 1e-11
    assert abs((2*np.pi*w*r*r*(n(r) - nt(r))*ker).sum() - d["Q"]/R) < 1e-11
    # reciprocal space; the part cut at k=60 is below 1e-9 (k^-8 integrand)
    r, w = panels(np.r_[np.linspace(0, rc, 9), np.linspace(rc, rmax, 61)[1:]], 24)
    k, wk = panels(np.linspace(0, 60, 61), 12)
    j0 = np.sinc(np.outer(k, r)/np.pi)*(4*np.pi*r*r*w)
    nk, Ak = j0 @ n(r), j0 @ A(r)
    assert np.max(np.abs(nk - (1 + k*k/(4*z*z))**-2)) < 1e-10
    assert abs(2/np.pi*(wk*nk**2).sum() - 5*z/8) < 1e-8
    assert abs(2/np.pi*(wk*Ak**2).sum() - d["S"]) < 1e-8
    hi = k > 8
    d.update(miss_n=2/np.pi*(wk*nk**2)[hi].sum(), miss_A=2/np.pi*(wk*Ak**2)[hi].sum(),
             n0=float(n(0.0)), nt0=float(inner(0.0)), nh0=float(Q*g(0.0)),
             nocomp=no_comp, Jnum=J)
    return d


zeta, rc = 27/16, 1.1
d = numeric(zeta, rc)
en = lambda name, v: print(f"{name} = {v:.6f} Ha = {v*EV:.4f} eV")
print(f"1 Ha = {EV:.6f} eV; 1 bohr = {ANG:.6f} angstrom")
print(f"zeta = {zeta:.4f} 1/bohr = {zeta/ANG:.4f} 1/angstrom")
print(f"rc = {rc:.2f} bohr = {rc*ANG:.4f} angstrom")
print(f"x = {d['x']:.6f}; exp(-2x) = {np.exp(-2*d['x']):.7f}; exp(-4x) = {np.exp(-4*d['x']):.8f}")
print(f"4 x^3 exp(-2x) = {4*d['x']**3*np.exp(-2*d['x']):.6f} (dimensionless)")
print("a0..a2 =", " ".join(f"{v:.6f}" for v in d["a"]), "(dimensionless)")
print("b0..b4 =", " ".join(f"{v:.6f}" for v in d["b"]), "(dimensionless)")
print(f"q_c = {d['qc']:.6f} e; q_ps = {d['qps']:.6f} e; Q = {d['Q']:.6f} e")
print("alpha0..4 =", " ".join(f"{v:.6f}" for v in d["al"]), "e")
print(f"I = {d['I']:.6f}; q_c^2 = {d['qc']**2:.6f}; T(x) = {d['T']:.6f} (dimensionless)")
print(f"n(0) = {d['n0']:.4f}; pseudo n(0) = {d['nt0']:.4f}; nhat(0) = {d['nh0']:.4f} 1/bohr^3")
en("I/rc", d["I"]/rc)
en("q_c^2/rc", d["qc"]**2/rc)
en("zeta*T", zeta*d["T"])
en("smooth term -(A|A)", -d["S"])
en("AE one-centre -(n1|n1)", -d["AE"])
en("pseudo one-centre +(A1|A1)", d["PS"])
en("net one-centre correction", d["PS"] - d["AE"])
en("E_x sum of three terms", -d["S"] - d["AE"] + d["PS"])
en("-5 zeta/8", -5*zeta/8)
en("-(n|n) by quadrature", -d["Jnum"])
en("E_x without compensation", -d["nocomp"])
en("error without compensation", d["err"])
print(f"beyond k = 8 1/bohr (k^2/2 = 32 Ha = {32*EV:.1f} eV):")
print(f"  (n|n) missed = {d['miss_n']:.3e} Ha = {d['miss_n']*EV:.3e} eV")
print(f"  (A|A) missed = {d['miss_A']:.3e} Ha = {d['miss_A']*EV:.3e} eV")
for r2 in (0.8, 1.5):
    e = numeric(zeta, r2)
    print(f"rc = {r2:.2f} bohr = {r2*ANG:.4f} angstrom: Q = {e['Q']:.6f} e")
    print(f"  smooth {-e['S']:.6f}, AE {-e['AE']:.6f}, PS {e['PS']:+.6f} Ha")
    print(f"  sum {-e['S'] - e['AE'] + e['PS']:.6f} Ha; no-comp error {e['err']:.6f} Ha")
numeric(1.0, 1.3)  # another exponent, tests only
print("ALL CHECKS PASSED")
```

It prints:

```
1 Ha = 27.211386 eV; 1 bohr = 0.529177 angstrom
zeta = 1.6875 1/bohr = 3.1889 1/angstrom
rc = 1.10 bohr = 0.5821 angstrom
x = 1.856250; exp(-2x) = 0.0244164; exp(-4x) = 0.00059616
4 x^3 exp(-2x) = 0.624671 (dimensionless)
a0..a2 = 2.590864 -2.253604 0.662739 (dimensionless)
b0..b4 = 6.712578 -11.677562 8.512864 -2.987103 0.439223 (dimensionless)
q_c = 0.716676 e; q_ps = 0.516082 e; Q = 0.200595 e
alpha0..4 = 2.714119 -3.828449 2.452193 -0.646129 0.024943 e
I = 0.245896; q_c^2 = 0.513625; T(x) = 0.193587 (dimensionless)
n(0) = 1.5296; pseudo n(0) = 0.2507; nhat(0) = 0.2361 1/bohr^3
I/rc = 0.223541 Ha = 6.0829 eV
q_c^2/rc = 0.466932 Ha = 12.7059 eV
zeta*T = 0.326678 Ha = 8.8894 eV
smooth term -(A|A) = -1.017151 Ha = -27.6781 eV
AE one-centre -(n1|n1) = -0.728009 Ha = -19.8101 eV
pseudo one-centre +(A1|A1) = 0.690473 Ha = 18.7887 eV
net one-centre correction = -0.037536 Ha = -1.0214 eV
E_x sum of three terms = -1.054688 Ha = -28.6995 eV
-5 zeta/8 = -1.054688 Ha = -28.6995 eV
-(n|n) by quadrature = -1.054688 Ha = -28.6995 eV
E_x without compensation = -0.976790 Ha = -26.5798 eV
error without compensation = 0.077898 Ha = 2.1197 eV
beyond k = 8 1/bohr (k^2/2 = 32 Ha = 870.8 eV):
  (n|n) missed = 4.382e-04 Ha = 1.192e-02 eV
  (A|A) missed = 5.753e-06 Ha = 1.566e-04 eV
rc = 0.80 bohr = 0.4233 angstrom: Q = 0.082100 e
  smooth -1.044689, AE -0.454773, PS +0.444775 Ha
  sum -1.054688 Ha; no-comp error 0.068900 Ha
rc = 1.50 bohr = 0.7938 angstrom: Q = 0.407099 e
  smooth -0.945896, AE -0.933628, PS +0.824837 Ha
  sum -1.054688 Ha; no-comp error 0.052724 Ha
ALL CHECKS PASSED
```
